\section*{Why valence electrons outside the core obey a Schroedinger equation, part 2}

Outside a core radius $r_c$, how well does a Schroedinger equation describe a Dirac valence electron? Hartree atomic units are used, with speed of light $1/\alpha$ ($\alpha$ is the fine-structure constant); a prime means $d/dr$. The nuclear charge is $Z$ (lead: $Z=82$). $V(r)$ is the spherical local potential energy of the Dirac atom, and $\varepsilon$ the Dirac energy without rest energy.

$P$ and $Q$ are $r$ times the large and small radial components, $S=Q/\alpha$ and $M=1+\frac{\alpha^2}{2}(\varepsilon-V)$. The integer $\kappa$ is $l$ for $j=l-\tfrac12$ and $-l-1$ for $j=l+\tfrac12$. The Dirac pair is
\begin{equation}
P'=-\frac{\kappa}{r}P+2MS,\qquad
S'=\frac{\kappa}{r}S+(V-\varepsilon)P .
\label{eq:pair}
\end{equation}
For $r\ge r_c$, $|\varepsilon-V|\le v_0$ and $|V'|\le v_1$, with $v_0,v_1$ of order one.

The decaying Schroedinger solution $u$ for $r\ge r_c$ has the same $V$, $l$ and $\varepsilon$. With $2T=u'+\kappa u/r$,
\begin{equation}
u'=-\frac{\kappa}{r}u+2T,\qquad
T'=\frac{\kappa}{r}T+(V-\varepsilon)u .
\label{eq:spair}
\end{equation}

The first derivation eliminates $S$ and gives exactly
\begin{align}
-\frac12P''+\frac{l(l+1)}{2r^2}P+(V-\varepsilon)P&=R,\label{eq:main}\\
R&=\frac{\alpha^2}{2}\left[(\varepsilon-V)^2P+V'S\right].\label{eq:R}
\end{align}
The first part of $R$ is the mass part; the second contains the spin-orbit coupling. Near the nucleus, at $r\sim1/Z$, the relative error of the Schroedinger equation is of order $(Z\alpha)^2$. At $r_c$ the logarithmic derivatives differ by
\begin{equation}
\Delta L\equiv\left[\frac{P'}{P}-\frac{u'}{u}\right]_{r_c}
=\frac{2}{u(r_c)P(r_c)}\int_{r_c}^\infty uR\,dr .
\label{eq:DL}
\end{equation}

The second derivation compares the two pairs. Differentiating $F=Su-PT$ and inserting them cancels the terms with $\kappa$ and $V-\varepsilon$, leaving $F'=-\alpha^2(\varepsilon-V)ST$. It yields
\begin{equation}
\Delta L=\alpha^2\left[(\varepsilon-V)\frac SP\right]_{r_c}
+\frac{2\alpha^2}{u(r_c)P(r_c)}\int_{r_c}^\infty(\varepsilon-V)ST\,dr .
\label{eq:DL2}
\end{equation}

\subsection{The two formulas agree}

The first derivation gave $u(r_c)P(r_c)\,\Delta L=2\int uR\,dr$, which contains $V'$. The second contains no gradient. Integration by parts connects them. Because $V'=-(\varepsilon-V)'$,
\begin{equation}
\int_{r_c}^\infty V'uS\,dr=\left[(\varepsilon-V)uS\right]_{r_c}
+\int_{r_c}^\infty(\varepsilon-V)(uS)'dr .
\end{equation}
From the two pairs, $(uS)'=2ST-(\varepsilon-V)uP$. The last term cancels the mass part of $R$, and
\begin{equation}
2\int_{r_c}^\infty uR\,dr=\alpha^2\left[(\varepsilon-V)uS\right]_{r_c}
+2\alpha^2\int_{r_c}^\infty(\varepsilon-V)ST\,dr ,
\end{equation}
in agreement with (\ref{eq:DL2}).

\subsection{What each derivation assumes}

Both derivations assume a spherical local potential, the same in the Dirac and the Schroedinger problem, a common energy, and solutions that decay. Both take from atomic physics that $\varepsilon-V$ is of order one outside the core. Neither could prove this.

The first derivation also needs a differentiable potential with a bounded gradient. In return it gives a local statement: at each radius it names the term that the Schroedinger equation lacks. A pseudopotential is built from such a local equation, so this form is the one to use for its construction.

The second derivation needs no gradient. It holds for a potential with steps, as a model may have. At a step of height $\Delta V$ the functions $P$ and $S$ are continuous, but $M$ jumps by $-\alpha^2\Delta V/2$, so $P'=-\kappa P/r+2MS$ jumps by $-\alpha^2\Delta V\,S$. In the first derivation this jump would be a delta function in $R$, and $v_1$ would be infinite. The second shows that the error of the solution remains of order $\alpha^2$. Its price is that it compares whole solutions and does not give the missing potential term at each radius.

\subsection{Lead}

The lead atom was computed with self-consistent Dirac--Kohn--Sham theory, local-density exchange without correlation, a point nucleus and the valence configuration $6s^2(6p_{1/2})^2$. The $6p_{3/2}$ level is empty and was obtained in the same potential. The core radius is $r_c=2$ bohr. There $V=-0.980$ hartree and $V'=1.332$ hartree/bohr. At $r=1/Z$ the potential is $-6208$ hartree. The self-consistent potential was obtained in a finite Gaussian basis. In the basis-set limit $V'$ is $1.330$, lower by $0.002$, the levels move by up to $5\times10^{-5}$ hartree, and the last digit of $V$ and of the $V'$ parts of $R/P$ below may change by one unit; $\Delta L$ does not change at the digits shown in the table.

For $6s$ this gives $M-1=0.165$ at $r=1/Z$ and $1.6\times10^{-5}$ at $r_c$, a drop by four orders of magnitude. The core does not end sharply: of its 78 electrons, $1.06$ are found beyond $r_c$. The proof does not require their absence, since it uses bounds on the potential alone.

\begin{center}
\begin{tabular}{lrrr}
 & $6s_{1/2}$ & $6p_{1/2}$ & $6p_{3/2}$\\
$\varepsilon$, Dirac (hartree) & $-0.3817$ & $-0.1193$ & $-0.0709$\\
Schroedinger (hartree) & $-0.2314$ & $-0.0546$ & $-0.0546$\\
mass part of $R/P$ ($\alpha^2$) & $0.179$ & $0.370$ & $0.413$\\
$V'$ part of $R/P$ ($\alpha^2$) & $-0.176$ & $0.297$ & $-0.093$\\
$\Delta L$ ($10^{-6}$/bohr) & $-7.6$ & $24.3$ & $3.0$
\end{tabular}
\end{center}

The second row holds Schroedinger eigenvalues in the full potential. The two parts of $R/P$ are taken at $r_c$, in hartree after the factor $\alpha^2=5.325\times10^{-5}$ is removed. For $6s$ the mass part is
\begin{equation}
\tfrac12(\varepsilon-V)^2=\tfrac12(-0.3817+0.9799)^2=0.179 .
\end{equation}
The gradient part, $V'S/(2P)$, nearly cancels it at this radius. From its value, $S/P=2(-0.1761)/1.332=-0.264$. With $M\simeq1$ the slope is $P'/P=2S/P+1/r_c=-0.03$ per bohr. The core radius is therefore close to the maximum of $P$, where $P'$ vanishes and $S/P$ is $-1/(2r_c)$, a negative number. The cancellation does not hold throughout the outer region: the largest $|R/P|$ outside is $5.6\times10^{-6}$ hartree, or $0.15$ meV. For $6p_{1/2}$ the largest value is $3.6\times10^{-5}$ hartree, or $0.97$ meV.

Formula (\ref{eq:DL2}) explains the sign of $\Delta L$ for $6s$. Its local term is $0.598\times(-0.264)\,\alpha^2=-0.158\,\alpha^2$, and the printed total is $-7.63\times10^{-6}=-0.143\,\alpha^2$. The integral supplies the small positive remainder. When $P$ and $u$ are made equal at $r_c$, they differ at most by $2.5\times10^{-6}$ bohr$^{-1/2}$, against a maximum of $P$ of $0.75$ bohr$^{-1/2}$.

The two $6p$ levels show how the core acts. They obey the same outer equation up to $R$, yet lie $0.048$ hartree apart. Their slopes at $r_c$, from $P'/P=2S/P-\kappa/r_c$ with $S/P$ found as before, are
\begin{align}
6p_{1/2}:&\quad 0.893-0.500=0.39\ \text{per bohr},\nonumber\\
6p_{3/2}:&\quad -0.278+1.000=0.72\ \text{per bohr}.
\end{align}
The difference, $0.33$ per bohr, is about $10^4$ times $\Delta L$ of $6p_{1/2}$ and $10^5$ times $\Delta L$ of $6p_{3/2}$. The spin-orbit splitting is thus carried outward by slope and energy, with little help from the outer spin-orbit term.

The numerical check tests $R$ against finite differences of $P$, and $\Delta L$ and $P-u$ against a separate integration of the Schroedinger equation. It also doubles $\alpha$ at fixed energy and fixed outer potential. At leading order $P$ and $S$ in (\ref{eq:DL2}) may be replaced by $u$ and $T$, so $\Delta L$ should grow fourfold. The computed factors lie between $4.0000$ and $4.0006$.

\subsection{Changing the nuclear charge alone}

A model separates $Z$ from everything outside. The potential is $-4/r$ beyond $1$ bohr, whatever the nuclear charge, and $-[4+(Z-4)(1-r)^4]/r$ inside, with $r$ in bohr, which tends to $-Z/r$ at the nucleus. The energy is $-0.5$ hartree and the state is $s_{1/2}$. The phase $\theta$ at $1$ bohr is defined by $\tan\theta=kP/P'$, where $k=\sqrt{2(-0.5+4)}=2.65$ per bohr is the local wave number. For the solution integrated from the nucleus, relativity changes $\theta$ by $0.019$, $0.085$ and $0.394$ rad for $Z=20$, $40$ and $80$. From the first to the last the factor is $20$, somewhat more than the $16$ of a pure $Z^2$ law. This factor depends on the potential chosen inside $1$ bohr.

For the decaying solution integrated from outside, the change is $8.7\times10^{-5}$ rad. It cannot depend on $Z$, because at fixed energy the outer equation does not contain $Z$. This value lies well below $(4\alpha)^2=8.5\times10^{-4}$; the outer charge was not varied in the model. A scaling estimate indicates the limit of the result for such Coulomb tails when the outer region begins at radii of order of the inverse outer charge. In an ion that leaves a charge $z$ outside its core, the natural length is $1/z$, and the estimate made near the nucleus applies with $z$ in place of $Z$: the outer error is governed by $(z\alpha)^2$. For $z$ of a few units this is harmless; for a highly charged ion it is not. The result fails likewise if $r_c$ is moved into the region of strong potential, or if the level is so deep that $\alpha^2|\varepsilon|$ is not small.

\subsection{Consequences for the pseudopotential}

Let $r_c$ lie beyond the outermost node of $P$. Choose a nodeless function $\phi$ that equals $P$ for $r\ge r_c$, joins it at $r_c$ with continuous first and second derivatives, and near the origin is $r^{l+1}$ times a smooth function of $r^2$ that is not zero at $r=0$. The last condition keeps the potential below finite at the origin. The potential for which $\phi$ solves the Schroedinger equation at energy $\varepsilon$ is
\begin{equation}
V_{lj}=\varepsilon+\frac{\phi''}{2\phi}-\frac{l(l+1)}{2r^2}.
\end{equation}
For $r\ge r_c$, equation (\ref{eq:main}) turns this into $V_{lj}=V-R/P$. Replacing it by $V$ there costs an error of order $\alpha^2$ and gives all $l$ and $j$ a common tail. It also removes the small constant $-\alpha^2\varepsilon^2/2$ to which $-R/P$ tends at large $r$.

For $l\ge1$ the two values of $j$ can be combined into $\bar V_l+V^{\rm so}_l\,\mathbf L\cdot\mathbf s$. Since $\mathbf L\cdot\mathbf s$ is $l/2$ or $-(l+1)/2$, subtraction gives
\begin{equation}
V^{\rm so}_l=\frac{2}{2l+1}\left(V_{l,l+1/2}-V_{l,l-1/2}\right).
\end{equation}
With the lead values of $R/P$ at $r_c$, this is $\tfrac23(3.56-1.71)\times10^{-5}=1.2\times10^{-5}$ hartree. With an error of order $\alpha^2$, the spin-orbit pseudopotential may be set to zero outside the core, though it represents a splitting of $0.048$ hartree.

It remains to fix the normalization of $\phi$. At $r\sim1/Z$ the small component $Q=\alpha S$ is of size $Z\alpha P$ (for $\kappa>0$ it even exceeds $P$ as $r\to0$), but little of the valence charge lies there: for the lead $6s$ state the charge of $Q$ inside $r_c$ is about $9\times10^{-5}$, against $0.37$ for $P$. The energy derivative of the solution shows which core charge $\phi$ should hold. Let a dot denote the derivative with respect to $\varepsilon$ for solutions regular at the origin. Differentiating the Dirac pair adds $\alpha^2S$ to the equation for $\dot P'$ and $-P$ to that for $\dot S'$. The steps that led to $F'$ now give
\begin{equation}
(P\dot S-S\dot P)'=-(P^2+\alpha^2S^2).
\end{equation}
The bracket on the left vanishes at the origin, and it equals $P^2$ times the energy derivative of $S/P$. Hence
\begin{equation}
P(r_c)^2\,\frac{\partial}{\partial\varepsilon}\left(\frac SP\right)_{r_c}
=-\int_0^{r_c}(P^2+Q^2)\,dr .
\end{equation}
For $\phi$ the same identity holds with $M=1$ and with $\int_0^{r_c}\phi^2dr$ on the right. To first order in a change of the energy, the pseudopotential follows the Dirac atom with an error of order $\alpha^2$ if $\phi$ holds the full core charge of both components. Normalizing $\phi$ to one achieves this: outside $r_c$ it lacks the charge of $Q$ alone, which for the lead $6s$ state is $9.2\times10^{-6}$ of the outer charge.

\section*{Computed results}
\begin{verbatim}
alpha^2                              = 5.32514e-05
(Z alpha)^2 for Pb, Z = 82           = 0.3581
SCF iterations                       = 38
core radius r_c                      = 2.00 bohr
core electrons (of 78) beyond r_c    = 1.056
V(r_c)                               = -0.9799 hartree
V'(r_c)                              = 1.3320 hartree/bohr
effective charge -r V at r_c         = 1.960
V(1/Z)                               = -6208.3 hartree
M-1 at r = 1/Z (6s)                  = 0.1653
M-1 at r_c (6s)                      = 1.593e-05
--- Pb 6s1/2 ---
Dirac eigenvalue                     = -0.381738 hartree
Schroedinger eigenvalue, same V      = -0.231441 hartree
Dirac minus Schroedinger             = -0.150297 hartree
R/P at r_c, (eps-V)^2 part / alpha^2 = 0.1789 hartree
R/P at r_c, V' part / alpha^2        = -0.1761 hartree
largest |R/P| for r >= r_c           = 5.644e-06 hartree = 0.154 meV
P'/P - u'/u at r_c                   = -7.632e-06 1/bohr
its factor when alpha is doubled     = 4.0000
max|P-u|, max P (r >= r_c)           = 2.53e-06, 0.7517 bohr^-1/2
norm outside r_c                     = 0.6284
small-component share of outer norm  = 9.230e-06
--- Pb 6p1/2 ---
Dirac eigenvalue                     = -0.119275 hartree
Schroedinger eigenvalue, same V      = -0.054626 hartree
Dirac minus Schroedinger             = -0.064649 hartree
R/P at r_c, (eps-V)^2 part / alpha^2 = 0.3704 hartree
R/P at r_c, V' part / alpha^2        = 0.2974 hartree
largest |R/P| for r >= r_c           = 3.556e-05 hartree = 0.968 meV
P'/P - u'/u at r_c                   = 2.434e-05 1/bohr
its factor when alpha is doubled     = 4.0001
max|P-u|, max P (r >= r_c)           = 3.90e-06, 0.6161 bohr^-1/2
norm outside r_c                     = 0.8347
small-component share of outer norm  = 1.426e-06
--- Pb 6p3/2 ---
Dirac eigenvalue                     = -0.070942 hartree
Schroedinger eigenvalue, same V      = -0.054626 hartree
Dirac minus Schroedinger             = -0.016316 hartree
R/P at r_c, (eps-V)^2 part / alpha^2 = 0.4131 hartree
R/P at r_c, V' part / alpha^2        = -0.0926 hartree
largest |R/P| for r >= r_c           = 1.707e-05 hartree = 0.464 meV
P'/P - u'/u at r_c                   = 3.006e-06 1/bohr
its factor when alpha is doubled     = 4.0006
max|P-u|, max P (r >= r_c)           = 1.95e-06, 0.5536 bohr^-1/2
norm outside r_c                     = 0.9141
small-component share of outer norm  = 6.131e-06
--- model: V = -4/r beyond 1 bohr, eps = -0.5 hartree, s1/2 ---
core relativistic phase, Z = 20        = 0.01924 rad
core relativistic phase, Z = 40        = 0.08523 rad
core relativistic phase, Z = 80        = 0.39380 rad
outer relativistic phase, any Z      = 8.680e-05 rad
\end{verbatim}
